Does a beaded metal film have to have melted?

**Q:** I annealed a gold film, 20 nm thick, on an oxide at 700 K. It went in as a film with some narrow gaps and came out as separate beads. Bulk gold melts near 1337 K, but beads are what a liquid makes, so I conclude that the film melted.

**A:** Beading needs two things: a lower energy at the end, and a way for atoms to get there. Take the energy first. Let γ be the surface energy of the metal, the same in all directions, and let γ_i and γ_s be the energies of the metal–substrate interface and the bare substrate. Young's equation defines the contact angle θ:

γ_s = γ_i + γ cos θ

Write c = cos θ. Relative to bare substrate, a flat film costs, per unit area,

γ + γ_i − γ_s = γ(1 − c)

A volume V spread to thickness h covers an area V/h and costs γ(1 − c)V/h. Now gather it into a spherical cap of radius of curvature P. Its free surface has area 2πP²(1 − c), and its base has area πP²(1 − c²), where each unit costs γ_i − γ_s = −γc. So

E = γπP²[2(1 − c) − c(1 − c²)] = γπP²(2 − 3c + c³)

V = (π/3)P³(2 − 3c + c³)

and the ratio gives E = 3γV/P. The cap is cheaper than the film when

P > 3h/(1 − c)

For θ = 90° and h = 20 nm this means P > 60 nm. The comparison contains surface energies and geometry, but no melting point.

**Q:** A solid may want to bead, but it cannot flow.

**A:** It need not flow, because atoms can migrate along its surface. Let κ be the sum of the two principal curvatures, positive on a convex solid. Adding one atom of volume Ω to the surface increases the area by κΩ, so capillarity contributes μ = γΩκ to the chemical potential. Atoms drift down its gradient. With ν surface sites per area and surface diffusivity D, the flux per unit length is

J = −(Dν/kT)∇μ

where ∇ acts along the surface. Where flux converges, the surface moves outward at speed

v = −Ω∇·J = B∇²κ,  B = DνγΩ²/(kT)

This is Mullins' equation. Evaporation and grain boundaries are left out. So are bulk diffusion and stress, whose size I estimate later.

With no flux through the contact line, volume is conserved. With Young's angle held there, moving the line adds no first-order energy term, so

dE/dt = γ∫κv dA = γB∫κ∇²κ dA = −γB∫|∇κ|² dA ≤ 0

The last step is integration by parts. The solid therefore moves downhill in energy.

For rough gold-like numbers, take D = D₀exp(−Q/kT) with D₀ = 10⁻⁶ m²/s and Q = 1.00 eV. At 700 K, kT = 0.0603 eV and D = 6.3×10⁴ nm²/s. With γ = 1.4 J/m², Ω = 0.0170 nm³ and ν = 15.1 nm⁻², B = 4.0×10⁴ nm⁴/s.

**Q:** Then every thin solid film should fall apart when warm.

**A:** No. Give an unbroken film a small ripple of height a cos(ky). To first order its curvature is minus the second derivative, ak² cos(ky), and two more derivatives give

v = −Bk⁴ a cos(ky)

The ripple decays. In this model an unbroken flat film is stable against small disturbances, and an opening down to the substrate is needed. In a real polycrystalline film, grooves that deepen along grain boundaries can supply one.

Consider a straight-walled round hole of radius a in a large film. The displaced metal spreads over the rest of the film without changing its area. The hole removes film area πa² and adds wall area 2πah:

ΔE = γ[2πah − πa²(1 − c)]

Setting the derivative 2πγ[h − a(1 − c)] to zero gives a maximum at a* = h/(1 − c), with height πγh²/(1 − c). At θ = 90°, a* = 20 nm and the barrier is 1.1×10⁴ eV, against kT = 0.06 eV. A hole with a curved wall has a lower saddle: in a film one to ten microns across the critical opening shrinks to about 3–4 nm and the barrier to about 1.4–2×10³ eV. That is still far too high for thermal fluctuations.

ΔE is negative once a > 2a*, here 40 nm. Such a hole cannot heal: any unbroken film has at least the energy of the flat one, and surface diffusion cannot raise the energy.

A long channel of width s removes film area s per unit length and adds two walls:

ΔE per length = γ[2h − s(1 − c)]

It cannot heal when s > 2h/(1 − c), again 40 nm at 90°.

**Q:** My gaps were there from deposition. Suppose they are parallel channels 50 nm wide, leaving ribbons 200 nm wide. That gives me lines, not beads.

**A:** At first, yes. I keep θ = 90°, because then the substrate acts as a mirror: the supported shape is half of a free body, with no flux across the mirror plane. A ribbon of width w = 200 nm rounds into a half-cylinder of the same cross-section:

πR²/2 = wh,  R = √(2 × 200 × 20/π) nm = 50.5 nm

The last stage of rounding can be found by hand. Let the mirrored section be r = R + ε cos 2φ. To first order in a displacement n(φ), the curvature of a circle changes by −(n + n″)/R². Here n″ = −4n, so the change is 3ε cos 2φ/R². Applying (B/R²)d²/dφ² gives

dε/dt = −12Bε/R⁴

For the whole motion I solved Mullins' equation numerically for a closed polygon that starts as the mirrored rectangle. Its length comes within 5% of its height after 15.3 h⁴/B, which is 61 s.

Now modulate the strand along its length:

r = r₀ + a cos(kz),  x = kR

Fixed volume requires r₀² + a²/2 = R², so r₀ ≈ R − a²/(4R). The area per length of the full cylinder is the average of 2πr√(1 + r′²). To order a², the slope contributes r′²/2, whose average is k²a²/4:

A = 2π(r₀ + Rk²a²/4) = 2πR + (πa²/2R)(x² − 1)

The first correction in r₀ shrinks the area and the slope term stretches it. For x < 1, or λ > 2πR = 317 nm, shrinkage wins and the modulation lowers the energy.

**Q:** That is the Rayleigh–Plateau instability of a liquid jet. You have just described a liquid.

**A:** I have described an area at fixed volume, which belongs to solids and liquids alike. The mechanism enters in the rate. For the solid, the linearized curvature is

κ = 1/r − r″ ≈ 1/R + (a/R²)(x² − 1)cos(kz)

Two derivatives along z bring down −k² = −x²/R², so

v = B∂²κ/∂z² = (B/R⁴)x²(1 − x²)a cos(kz)

The amplitude grows at the rate

σ = (B/R⁴)x²(1 − x²)

With y = x², the maximum of y(1 − y) is at y = 1/2. The fastest wavelength is λ = 2√2πR = 448 nm, and its rate is B/(4R⁴) = 1.54×10⁻³ s⁻¹.

**Q:** A small wave growing is not yet a break.

**A:** Right, the linear result does not show a change of topology. For that I integrated the full axisymmetric equation by finite volumes:

r ∂r/∂t = B ∂/∂z[(r/√(1 + r′²)) ∂κ/∂z]

κ = 1/(r√(1 + r′²)) − r″/(1 + r′²)^(3/2)

Starting from a 5% modulation at the fastest wavelength, the neck falls to 0.1R in 7.21 R⁴/B, or 1169 s. Extending the linear law until the amplitude equals R would give 4 ln 20 = 12.0 in the same unit. The full motion is faster; a likely reason is that the rate rises steeply as the neck gets thinner.

The calculation stops at a neck radius of 5 nm, so the final cut is an extrapolation. The neck took 1.07 s to go from 0.2R to 0.1R. If the time left scales as the fourth power of neck radius, as the dimensions of B suggest, it is about 1.07/15 = 0.07 s. The narrowest point is still midway between bulges, and there is no sign of a small satellite particle, though one might form later.

If each wavelength becomes one half-sphere of radius P,

(2/3)πP³ = (πR²/2)λ,  P = (3R²λ/4)^(1/3) = 95 nm

This exceeds the 60 nm needed to beat the film. The diameter, 190 nm, is less than the 250 nm distance between ribbon centres, so neighbours stay apart.

The energies per substrate area, above bare substrate, are:

- the same metal as a level, unbroken film: γ = 1.40 J/m²
- ribbons: γ(200 + 40)/250 = 1.34 J/m²
- half-cylinders: γπR/250 nm = 0.89 J/m²
- half-spheres: γ·2πP²/(250 nm × λ) = 0.71 J/m²

Each stage is lower than the one before. The openings were supplied by deposition; the rest is capillarity. Rounding and breakup together take 1231 s, about 20 minutes, at 0.52 of the melting temperature.

**Q:** But small things melt at lower temperatures. Perhaps 20 nm of gold melts at 700 K.

**A:** We can bound that shift. Let ρ be the density, L the latent heat per mass and T_m the bulk melting point. With L taken as constant, melting the film below T_m costs ρLh(1 − T/T_m) per area. It can be repaid by surface energy. With γ_l and θ_l for the liquid, the saving at θ = 90° is

γ − γ_l(1 − cos θ_l) ≤ γ

Even if the liquid surface cost nothing, melting would need

T ≥ T_m[1 − γ/(ρLh)]

For ρ = 1.93×10⁴ kg/m³ and L = 6.4×10⁴ J/kg, γ/(ρL) = 1.13 nm, so at θ = 90° the film's melting point is at least 1337(1 − 1.13/20) = 1261 K. At 120° the saving can reach 1.5γ, and the bound drops to 1223 K. Both are far above 700 K.

The neck deserves its own estimate. A half-cylinder of radius r has curved area 2/r per volume, so the same generous bound allows melting at 700 K when

r ≤ 2(1.13 nm)/(1 − 0.524) = 4.8 nm

The computed path stops at about this size. Charging a liquid surface γ_l = 1.1 J/m² at the neck replaces γ by γ − γ_l = 0.3 J/m² and gives about 1.0 nm, where a continuum surface is itself doubtful. I cannot exclude melting in the last few atomic widths, but the film has reached the verge of separation without it.

**Q:** If it had melted, how would the result differ?

**A:** Perhaps not in a way you could see from the beads alone. If the contact angle is 90° in both cases, the threshold 2πR is common to both routes. The time is not. For a liquid strand driven by surface tension and slowed by inertia, the time scale is

√(ρR³/γ_l) = 1.5×10⁻⁹ s

using the solid's density as a rough value. The solid's 1169 s is about 8×10¹¹ times this scale at the same R. A liquid strand would itself need several such units to break, but the gap remains enormous. So look at the strand during the anneal: necks that thin over minutes at a measured 700 K fit surface diffusion. Crystalline beads after cooling settle nothing, since a melted bead can crystallize too.

Temperature helps as well. With the geometry and γ held fixed, the total time varies as 1/B: 1.7×10⁴ s at 600 K, 1.2×10³ s at 700 K and 177 s at 800 K. The change is smooth, with no onset at a melting point.

**Q:** How seriously should I take the 20 minutes for my real film?

**A:** Only as a rough guide: it could be wrong by a factor of ten or more. Gold films on oxides do dewet as solids, but the inputs here are rough, and surface diffusivity is sensitive to contamination. An error of 0.1 eV in Q changes the time by a factor of 5.2. Starting from a 1% modulation instead of 5% raises the breakup time from 1169 s to 2207 s.

Gold wets oxides poorly, so its angle is likely above 90°. I solved the linear stability problem for θ = 120° with finite elements around the strand. The threshold moves to x = 0.90 and the top rate to 0.166 B/R⁴. But at the same cross-sectional area R is smaller, and the growth time becomes 0.58 of its 90° value.

Real crystals also break the assumption of isotropic γ. For a weak effect, keep the strand axisymmetric and let γ be multiplied by 1 + e cos 4β, where β is the slope angle along the axis. Expanding γ(β)√(1 + β²) to order β² changes 1 − x² in the growth rate to

(1 + e) − (1 − 15e)x²

The top rate is then multiplied by (1 + e)²/(1 − 15e): 1.49 for e = 0.02 and 0.74 for e = −0.02. Strong facets lie outside this expansion and could slow or redirect the breakup.

Two omissions are small for the values assumed here. For a rough bulk diffusivity D_b = 1.1 nm²/s, bulk transport relative to surface transport is about D_bR/(DΩ^(1/3)) = 0.003. A film stress of 300 MPa with a biaxial modulus of 150 GPa stores (stress²/modulus)h, which is 0.9% of γ. A rough half-space estimate puts its effect on the growth rate nearer 10%, still minor beside the uncertainty in D. The effect grows as the square of the stress, however. If thermal mismatch on heating did not relax, the stress could reach 700–800 MPa and shift the rate by half or more.

**Q:** So my beads do not tell me that the film melted, and they do not prove that it stayed solid either.

**A:** Yes. Your 700 K is what argues for the solid route, provided it was the film's true temperature and the gold did not alloy. On a thin oxide over silicon, for example, gold that reaches the silicon can form a liquid alloy below 700 K. Had a laser pulse or a hot spot taken the film past its melting point, the same beads could have come from a liquid.
